# Two-magnon bound state in the ferromagnetic chain from the ladder sum

## Question

I am working on the spin-1/2 ferromagnetic chain

$$H=-J\sum_i \mathbf S_i\cdot\mathbf S_{i+1},\qquad J>0,$$

and I want the bound state of two magnons from diagrams, not from the Bethe ansatz. The target is $E=\tfrac J2(1-\cos K)$ for total momentum $K$.

I treat flipped spins as bosons. Two of them on neighbouring sites attract with strength $-J$, so I summed the particle-particle ladder with that interaction. I do get a pole below the two-magnon continuum, but at the wrong energy. At $K=0$ it sits at $-0.383J$ relative to the ferromagnetic state, which is supposed to be the ground state.

I suspect the constraint that a spin can be flipped only once. If I impose it with an on-site repulsion $U\to\infty$, however, each ladder diagram containing $U$ diverges. How is the sum done properly, and is the ladder enough, or are other diagrams needed?

## Answer

Your suspicion is right. The on-site rungs must be summed at finite $U$, and the limit $U\to\infty$ taken afterwards. The ladder is then the complete answer for two magnons at zero temperature.

### The boson Hamiltonian

Take all spins up as the reference state and let $b_i^\dagger$ flip spin $i$, so that $S_i^z=\tfrac12-n_i$ with $n_i=0,1$. Then

$$S^z_iS^z_{i+1}=\tfrac14-\tfrac12(n_i+n_{i+1})+n_in_{i+1}.$$

Summed over the chain, the middle term gives $-\sum_i n_i$, because each site belongs to two bonds. The transverse part $\tfrac12(S_i^+S_{i+1}^-+\text{h.c.})$ moves a flip by one site. Multiplying by $-J$ and subtracting the energy $E_0$ of the reference state,

$$H-E_0=J\sum_i n_i-\frac J2\sum_i(b_i^\dagger b_{i+1}+\text{h.c.})-J\sum_i n_in_{i+1}+\frac U2\sum_i n_i(n_i-1).$$

The last term, with $U\to\infty$, removes double occupancy. One magnon has energy $\omega_k=J(1-\cos k)$, with the lattice constant set to 1.

No energy can be negative here. The largest eigenvalue of $\mathbf S_i\cdot\mathbf S_{i+1}$ is $\tfrac14$, so each bond contributes $-J(\mathbf S_i\cdot\mathbf S_{i+1}-\tfrac14)\ge0$ to $H-E_0$. This rules out your state at $-0.383J$.

### Why the ladder suffices

The reference state is the boson vacuum and an eigenstate of $H$. There are no particles in it to scatter from, hence no backward-running lines. Both interactions need two bosons, so a single magnon has no self-energy. Boson number is conserved, and the two-particle resolvent obeys $G=G_0+G_0VG$. With $T=V+VGV$ this gives

$$T=V+VG_0T,$$

which is the ladder (Bethe-Salpeter) equation with an instantaneous kernel. At finite temperature other magnons are present, and this argument no longer holds.

### Relative motion

Write the pair wave function as $e^{iK(n_1+n_2)/2}\psi(r)$, with $r=n_1-n_2$ and $\psi(r)=\psi(-r)$. Moving either particle by one site changes $r$ by $\pm1$ and produces a phase $e^{\pm iK/2}$. For each new value of $r$ the two contributions add to $2\cos(K/2)$. With $c=\cos(K/2)$ and $-\pi<K\le\pi$, so that $c\ge0$, the free part is

$$H_0\psi(r)=2J\psi(r)-Jc\,[\psi(r+1)+\psi(r-1)].$$

Its energies are $2J(1-c\cos q)$, a continuum from $2J(1-c)$ to $2J(1+c)$. The interaction is $U$ at $r=0$ and $-J$ at $r=\pm1$. Even states feel it through two states, $|0\rangle$ and $|s\rangle=(|1\rangle+|{-1}\rangle)/\sqrt2$:

$$V=U|0\rangle\langle0|-J|s\rangle\langle s|.$$

### The free pair propagator

We need

$$g_r=\int_{-\pi}^{\pi}\frac{dq}{2\pi}\,\frac{e^{iqr}}{E-2J+2Jc\cos q}.$$

For $c>0$ and $E$ below the continuum, define $x$ by

$$E=2J-Jc\left(x+\frac1x\right),\qquad 0<x<1.$$

As $x$ grows from 0 to 1, $E$ rises from $-\infty$ to the continuum edge. The denominator becomes

$$-Jc\left(x+\frac1x-2\cos q\right)=-\frac{Jc}{x}(1-xe^{iq})(1-xe^{-iq}).$$

Adding two geometric series gives

$$\sum_{n=-\infty}^{\infty}x^{|n|}e^{inq}=\frac1{1-xe^{iq}}+\frac{xe^{-iq}}{1-xe^{-iq}}=\frac{1-x^2}{(1-xe^{iq})(1-xe^{-iq})}.$$

The integral over $q$ picks out one term of this series, so

$$g_r=-a\,x^{|r|},\qquad a=\frac{x}{Jc(1-x^2)}.$$

In the two-state basis, $\langle0|G_0|0\rangle=g_0$ and $\langle0|G_0|s\rangle=\sqrt2\,g_1$. Since $r=1$ and $r=-1$ are two steps apart, $\langle s|G_0|s\rangle=g_0+g_2$.

### First sum: the on-site rungs

Repeated on-site scattering obeys $t_0=U+Ug_0t_0$, hence

$$t_0=\frac{U}{1-Ug_0}\;\longrightarrow\;-\frac1{g_0}\qquad(U\to\infty).$$

Each term $U(Ug_0)^n$ diverges in this limit, but the solution of the equation is finite. Because $g_0<0$ below the continuum, the denominator does not vanish there.

Between two neighbour rungs the pair can propagate freely or scatter on site any number of times. The propagator between neighbour rungs is therefore

$$\tilde G=g_0+g_2+(\sqrt2g_1)^2t_0=g_0+g_2-\frac{2g_1^2}{g_0}.$$

Inserting $g_r$,

$$\tilde G=-a(1+x^2)+2ax^2=-a(1-x^2)=-\frac{x}{Jc}.$$

### Second sum: the attraction

From here on $T$ denotes the neighbour element $\langle s|T|s\rangle$ of the $T$ matrix. The elements involving $|0\rangle$ stay finite as $U\to\infty$ and have the same pole. What remains is a geometric series:

$$T=-J\sum_{n=0}^{\infty}(-J\tilde G)^n=-J\sum_{n=0}^{\infty}\left(\frac xc\right)^n=-\frac{J}{1-x/c}.$$

The series converges for $x<c$. For $x>c$ it diverges, but $T=-J-J\tilde GT$ still has the solution on the right. The pole is at $x=c$:

$$E_b=2J-Jc\left(c+\frac1c\right)=J(1-c^2)=J\sin^2\frac K2=\frac J2(1-\cos K).$$

Its distance from the continuum bottom is

$$2J(1-c)-J(1-c)(1+c)=J(1-c)^2.$$

### Limits in $K$

At $K=0$ we have $c=1$, and the condition $x=c$ is met at the continuum edge itself, so there is no bound state. The zero-energy state is the ferromagnet with its total spin tilted. For small $K$, $c\approx1-K^2/8$, so the binding energy is about $JK^4/64$, while $E_b\approx JK^2/4$. A single magnon has $JK^2/2$, so the pair moves with twice the magnon mass.

At $K=\pi$, $c\to0$ and $x\to0$ together. From $2J-E\approx Jc/x$ one finds $x/c\to J/(2J-E)$, and the pole is at $E=J$. This is easy to see directly: relative hopping vanishes, separated flips cost $2J$, and adjacent flips cost $J$.

Above the continuum the same formulas hold with $-1<x<0$. Then $x/c$ is negative, $1-x/c$ cannot vanish, and no antibound state appears.

### What the residue says

Near the pole, $1-x/c=-(x-c)/c$, and

$$\left.\frac{dE}{dx}\right|_{x=c}=Jc\left(\frac1{c^2}-1\right)=\frac{J(1-c^2)}c.$$

Therefore

$$T\approx\frac{Jc}{x-c}\approx\frac{J^2(1-c^2)}{E-E_b}.$$

In the neighbour channel $T=-J+J^2\langle s|G|s\rangle$, so the residue is $J^2$ times the probability that the two flips are adjacent. That probability is $1-c^2$.

The wave function confirms this. For separation $d\ge2$ the free equation has the decaying solution $\psi(d)\propto x^{d-1}$, which at the pole is $c^{d-1}$. At $d=1$, with $\psi(0)=0$, it requires $E=2J-J-Jc^2$, which is $E_b$. Normalizing,

$$P(d)=(1-c^2)c^{2(d-1)},\qquad \langle d\rangle=\frac1{1-c^2}.$$

The pair is tight near $K=\pi$ and spreads without limit as $K\to0$.

### Numbers for $K=2\pi/3$

Here $c=\tfrac12$. The continuum runs from $J$ to $3J$, the pole is at $E_b=(1-\tfrac14)J=0.75J$, and the binding energy is $0.25J$. Diagonalizing the spin Hamiltonian with two flips on a 63-site ring gives a lowest level of $0.75000000J$ at this momentum. The next level, $1.0057J$, is already in the continuum. The flips are adjacent with probability 0.75, and their mean separation is 1.33 lattice constants.

The ladder can be followed rung by rung. After $n$ neighbour rungs the partial sum is $T_n=T[1-(x/c)^n]$.

- **At $E=0.5J$**, below the pole, $x+1/x=1.5/0.5=3$. This gives $x=0.382$, $x/c=0.764$ and $T=-J/(1-0.764)=-4.24J$. The sums after 1, 5, 10 and 20 rungs are $-1.00J$, $-3.13J$, $-3.95J$ and $-4.22J$.
- **At $E=0.9J$**, between pole and continuum, $x+1/x=1.1/0.5=2.2$. This gives $x=0.642$ and $x/c=1.283$. The sums run away, reaching $-39J$ after 10 rungs and $-516J$ after 20. The closed form gives $T=+3.53J$.

The $T$ matrix computed from the full spin resolvent of the ring agrees with the closed form at both energies. No finite number of rungs produces the bound state, since each partial sum is finite at $x=c$.

### What went wrong in your sum

Setting $U=0$ leaves $\tilde G=g_0+g_2=-a(1+x^2)$, and the pole condition $1+J\tilde G=0$ becomes

$$c(1-x^2)=x(1+x^2).$$

At $K=0$ its solution gives your $-0.383J$. At $K=2\pi/3$ it gives $0.482J$ instead of $0.75J$. These bosons lower their energy by using the configuration $r=0$, which two flipped spins do not have.

A large finite $U$ approaches the right answer slowly. Expanding $t_0\approx-1/g_0-1/(Ug_0^2)$ adds $-2g_1^2/(Ug_0^2)=-2x^2/U$ to $\tilde G$. The pole condition is then $1-x/c-2Jx^2/U=0$, so $x\approx c-2Jc^3/U$. Multiplying this shift by $dE/dx$,

$$E_b(U)\approx E_b-\frac{2J^2c^2(1-c^2)}{U}.$$

This linear estimate needs $U\gg J$ and also $U\gg Jc^2/(1-c^2)$, because $dE/dx$ vanishes as $c\to1$; at small $K$ it understates the shift. At $K=0$ it gives zero, but $x\approx1-2J/U$ leaves a spurious level $E=-J(1-x)^2/x\approx-4J^3/U^2$ below the ferromagnet, which disappears only at $U=\infty$.

For $c=\tfrac12$ the shift is $-0.375J^2/U$. The computed poles are $0.7163J$, $0.7463J$ and $0.7496J$ for $U=10J$, $100J$ and $1000J$. The last two follow this estimate closely; at $U=10J$ higher orders in $1/U$ are visible. The numerical output below also lists the pole at other momenta.

## Computed results

```
Energies in units of J
sites in the test ring: 63
K/pi, continuum bottom, ladder pole, binding energy:
  0.2500  0.152241  0.146447  0.005794
  0.5000  0.585786  0.500000  0.085786
  0.6667  1.000000  0.750000  0.250000
  1.0000  2.000000  1.000000  1.000000
Example: K = 2.094395 rad, c = cos(K/2) = 0.500000
continuum bottom = 1.000000 J
continuum top = 3.000000 J
ladder pole E_b = 0.75000000 J
spin ring lowest level = 0.75000000 J
spin ring second level = 1.005661 J
binding energy = 0.250000 J
below pole: E = 0.50 J, x = 0.381966, ratio x/c = 0.763932
  T ladder = -4.236068 J, T spin ring = -4.236068 J
in gap: E = 0.90 J, x = 0.641742, ratio x/c = 1.283485
  T ladder = 3.527525 J, T spin ring = 3.527525 J
sum of 1 rungs: E=0.5J -1.000000 J, E=0.9J -1.0000 J
sum of 2 rungs: E=0.5J -1.763932 J, E=0.9J -2.2835 J
sum of 5 rungs: E=0.5J -3.133929 J, E=0.9J -8.7589 J
sum of 10 rungs: E=0.5J -3.949314 J, E=0.9J -39.2660 J
sum of 20 rungs: E=0.5J -4.216657 J, E=0.9J -515.6132 J
sum of 40 rungs: E=0.5J -4.235979 J, E=0.9J -76397.6666 J
residue of T at the pole = 0.750000 J^2
probability of separation 1 = 0.750000
probability of separation 2 = 0.187500
probability of separation 3 = 0.046875
probability of separation 4 = 0.011719
mean separation = 1.333333 lattice constants
pole for U = 0 J: 0.482474 J
pole for U = 10 J: 0.716296 J
pole for U = 100 J: 0.746290 J
pole for U = 1000 J: 0.749625 J
K = 0, U = 0: spurious pole = -0.382976 J
K = 0, spin ring lowest level = 0.000000 J
```
